# Does a straight inverse-density plot measure recombination alone in an afterglow?: test program

```python
"""Afterglow: dn/dt = -alpha*n^2 - nu*n implies d(1/n)/dt = alpha + nu/n.
n: electron density (cm^-3), alpha: recombination coefficient (cm^3/s),
nu: diffusion frequency (1/s), D: ambipolar diffusion coefficient (cm^2/s).
A nearly straight plot of 1/n against time does not by itself give alpha.
The law is tested by integrating the rate equation and, separately, the
diffusion equation between two absorbing plates. Lengths are in cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, curve_fit

# Rough typical values for a pulsed hydrogen plasma with H3+ ions
pressure_torr, temperature = 0.2, 300.0
gap, radius = 10.0, 30.0
alpha = 7e-8
reduced_mobility = 11.0
n_start, window, delay = 1e10, 1e-3, 0.5e-3

gas_density = pressure_torr * const.torr / (const.k * temperature) * 1e-6
loschmidt = const.physical_constants[
    "Loschmidt constant (273.15 K, 101.325 kPa)"][0] * 1e-6
thermal_volt = const.k * temperature / const.e
mobility = reduced_mobility * loschmidt / gas_density
D = 2 * mobility * thermal_volt          # equal electron and ion temperatures
nu = D * (np.pi / gap)**2
x = nu * window


def decay(a, v, n0, duration, points=2001):
    """Integrate the rate equation numerically; return time and density."""
    t = np.linspace(0, duration, points)
    sol = solve_ivp(lambda s, u: -a * n0 * u**2 - v * u, (0, duration), [1.0],
                    method="DOP853", t_eval=t, rtol=1e-11, atol=1e-13,
                    max_step=duration / 50)
    assert sol.success
    return t, n0 * sol.y[0]


def line_fit(t, n):
    """Least-squares slope of 1/n, 1-R^2, and rms misfit over mean 1/n."""
    scale = n[0]
    y, s = scale / n, t / t[-1]
    coef = np.polyfit(s, y, 1)
    misfit = y - np.polyval(coef, s)
    return (coef[0] / t[-1] / scale, np.mean(misfit**2) / np.var(y),
            np.sqrt(np.mean(misfit**2)) / np.mean(y))


# Rate equation: local slope, closed solution and fitted line
t, n = decay(alpha, nu, n_start, window)
inverse = 1 / n
slope = np.gradient(inverse, t, edge_order=2)
assert np.allclose(slope, alpha + nu / n, rtol=1e-5, atol=0)
closed = (1 / n_start + alpha / nu) * np.exp(nu * t) - alpha / nu
assert np.allclose(inverse, closed, rtol=1e-8, atol=0)
assert np.isclose(slope[-1] / slope[0], np.exp(x), rtol=1e-5)
chord = (inverse[-1] - inverse[0]) / window
mean_inverse = simpson(inverse, x=t) / window
assert np.isclose(chord, alpha + nu * mean_inverse, rtol=1e-7)
fit_slope, lack, misfit = line_fit(t, n)
fit_formula = ((alpha + nu / n_start) * 6
               * ((x - 2) * np.exp(x) + x + 2) / x**3)
assert np.isclose(fit_slope, fit_formula, rtol=2e-3)

# Straightness does not know alpha; removing diffusion recovers alpha
t_d, n_d = decay(0.0, nu, n_start, window)
slope_d, lack_d, _ = line_fit(t_d, n_d)
assert np.isclose(lack, lack_d, rtol=1e-3)
assert np.isclose(lack, x**2 / 60, rtol=0.01)
slope_r = line_fit(*decay(alpha, 0.0, n_start, window))[0]
assert np.isclose(slope_r, alpha, rtol=1e-7)
slope_high = line_fit(*decay(alpha, nu, 10 * n_start, window))[0]
assert alpha < slope_high < fit_slope

# Diffusion share of the slope from density fall and nu*window
fall = n[0] / n[-1]
share_start = nu * inverse[0] / slope[0]
share_end = nu * inverse[-1] / slope[-1]
assert np.isclose(share_start, np.expm1(x) / (fall - 1), rtol=1e-5)
assert np.isclose(share_end, -np.expm1(-x) * fall / (fall - 1), rtol=1e-5)

# Cure: local slope against inverse density
gradient, intercept = np.polyfit(inverse * n_start, slope * n_start, 1)
alpha_cure, nu_cure = intercept / n_start, gradient
assert np.isclose(alpha_cure, alpha, rtol=1e-4)
assert np.isclose(nu_cure, nu, rtol=1e-4)

# Attainable error of alpha with 1 percent density noise and 51 samples
noise = 0.01


def log_inverse(time, a, v, c):
    """Logarithm of n_start/n; a, v, c scale alpha, nu, initial 1/n."""
    grow = np.expm1(v * nu * time)
    return np.log(c * (1 + grow) + a * alpha * n_start / (v * nu) * grow)


def alpha_error(duration):
    """Relative standard error of alpha from the sensitivity matrix."""
    time = np.linspace(0, duration, 51)
    columns = []
    for k in range(3):
        step = np.zeros(3)
        step[k] = 1e-5
        columns.append((log_inverse(time, *(1 + step))
                        - log_inverse(time, *(1 - step))) / 2e-5)
    J = np.array(columns).T
    return noise * np.sqrt(np.linalg.inv(J.T @ J)[0, 0])


error_short, error_long = alpha_error(window), alpha_error(5 * window)
rng = np.random.default_rng(7)
t_long, n_long = decay(alpha, nu, n_start, 5 * window, 51)
fits = [curve_fit(log_inverse, t_long, np.log(n_start / n_long)
                  + noise * rng.standard_normal(51), p0=[1, 1, 1])[0][0]
        for _ in range(400)]
assert np.isclose(np.std(fits), error_long, rtol=0.15)
assert error_long < error_short

# Diffusion equation on half the gap: symmetric centre, empty wall
cells = 200
h = gap / 2 / cells
z = np.linspace(0, gap / 2, cells + 1)


def plate_rhs(time, u):
    full = np.append(u, 0.0)
    lap = np.empty(cells)
    lap[0] = 2 * (full[1] - full[0]) / h**2
    lap[1:] = (full[2:] - 2 * full[1:-1] + full[:-2]) / h**2
    return D * lap - alpha * n_start * u**2


# Fundamental frequency by diagonalization over the full gap
inner = 2 * cells - 1
lowest = eigh_tridiagonal(np.full(inner, 2 * D / h**2),
                          np.full(inner - 1, -D / h**2),
                          select="i", select_range=(0, 0))[0][0]
assert np.isclose(lowest, nu, rtol=1e-4)

times = np.linspace(0, window, 201)
sol = solve_ivp(plate_rhs, (0, window), np.cos(np.pi * z[:-1] / gap),
                method="LSODA", t_eval=times, rtol=1e-9, atol=1e-12,
                lband=1, uband=1)
assert sol.success
profile = np.vstack([sol.y, np.zeros(len(times))])
centre = n_start * profile[0]
average = n_start * simpson(profile, x=z, axis=0) / (gap / 2)
square = n_start**2 * simpson(profile**2, x=z, axis=0) / (gap / 2)
shape = square / average**2
near = 21
width = z[near - 1]
bend = np.polyfit((z[:near] / width)**2, profile[:near], 3)[-2]
nu_centre = -D * 2 * bend / width**2 / profile[0]
wall_grad = np.polyfit(z[:near] / width, profile[::-1][:near], 5)[-2] / width
nu_wall = D * wall_grad * n_start / (gap / 2) / average
slope_c = np.gradient(1 / centre, times)
slope_a = np.gradient(1 / average, times)
mid = slice(5, -5)
assert np.allclose(slope_c[mid], (alpha + nu_centre / centre)[mid],
                   rtol=2e-3, atol=0)
assert np.allclose(slope_a[mid], (alpha * shape + nu_wall / average)[mid],
                   rtol=2e-3, atol=0)
assert nu_centre[-1] < nu and 1 < shape[-1] < shape[0]
assert np.isclose(shape[0], np.pi**2 / 8, rtol=1e-4)
fit_centre = line_fit(times, centre)[0]
fit_average = line_fit(times, average)[0]

# Sizes of neglected effects; coefficients here are rough typical values
side_loss = (2.405 / radius)**2 / (np.pi / gap)**2
ion_mass = 3 * const.m_p + 2 * const.m_e
exit_speed = 100 * np.sqrt(2 * const.k * temperature / ion_mass)
k_wall = brentq(lambda k: k * np.sin(k * gap / 2)
                - exit_speed / D * np.cos(k * gap / 2), 1e-6, np.pi / gap)
wall_change = (k_wall * gap / np.pi)**2 - 1
cluster_fraction = 15 * pressure_torr / 760       # equilibrium constant 15/atm
cluster_change = cluster_fraction * 2e-6 / alpha  # H5+ coefficient 2e-6 cm3/s
three_body = 8.75e-27 * thermal_volt**-4.5 * n_start / alpha
proton_left = 0.05 * np.exp(-3e-29 * gas_density**2 * delay)
water_ions = 1 - np.exp(-5e-9 * 1e-7 * gas_density * (delay + window))
water_change = water_ions * (7e-7 / alpha - 1)
electron_speed = 100 * np.sqrt(8 * const.k * temperature
                               / (np.pi * const.m_e))
cooling = (2 * const.m_e / (2 * const.m_p)
           * gas_density * 1e-15 * electron_speed)
debye = 100 * np.sqrt(const.epsilon_0 * const.k * temperature
                      / (n[-1] * 1e6 * const.e**2))
n_off = 1 / ((1 / n_start + alpha / nu) * np.exp(-nu * delay) - alpha / nu)
assert n_off > n_start


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("gas pressure", pressure_torr, "Torr")
show("gas temperature", temperature, "K")
show("gas density", gas_density, "cm^-3")
show("gap", gap, "cm")
show("plate radius", radius, "cm")
show("true alpha (rough input)", alpha, "cm^3/s")
show("reduced ion mobility (rough input)", reduced_mobility, "cm^2/Vs")
show("ion mobility at pressure", mobility, "cm^2/Vs")
show("ambipolar diffusion coefficient", D, "cm^2/s")
show("diffusion frequency nu", nu, "1/s")
show("delay after power-off", delay * 1e3, "ms")
show("window", window * 1e3, "ms")
show("density at power-off, extrapolated", n_off, "cm^-3")
show("density at window start", n_start, "cm^-3")
show("density at window end", n[-1], "cm^-3")
show("density fall factor F", fall)
show("nu times window, x", x)
show("nu/n at start", nu / n_start, "cm^3/s")
show("nu/n at end", nu / n[-1], "cm^3/s")
show("local slope at start", slope[0], "cm^3/s")
show("local slope at end", slope[-1], "cm^3/s")
show("slope ratio end/start", slope[-1] / slope[0])
show("chord slope", chord, "cm^3/s")
show("fitted slope", fit_slope, "cm^3/s")
show("fitted slope above alpha", 100 * (fit_slope / alpha - 1), "%")
print(f"R^2 of line: {1 - lack:.6f}")
print(f"R^2 with alpha = 0: {1 - lack_d:.6f}")
show("1-R^2 from x^2/60", x**2 / 60)
show("rms misfit of line / mean 1/n", 100 * misfit, "%")
show("fitted slope with alpha = 0", slope_d, "cm^3/s")
show("fitted slope at 10x start density", slope_high, "cm^3/s")
show("diffusion share of slope, start", 100 * share_start, "%")
show("diffusion share of slope, end", 100 * share_end, "%")
show("alpha from slope-versus-1/n plot", alpha_cure, "cm^3/s")
show("nu from slope-versus-1/n plot", nu_cure, "1/s")
show("alpha error, 1% noise, 51 points, 1 ms", 100 * error_short, "%")
show("alpha error, 1% noise, 51 points, 5 ms", 100 * error_long, "%")
show("scatter of alpha in 400 simulated 5 ms fits", 100 * np.std(fits), "%")
show("plates: centre nu at end / fundamental nu", nu_centre[-1] / nu)
show("plates: fitted slope, centre density", fit_centre, "cm^3/s")
show("plates: fitted slope, average density", fit_average, "cm^3/s")
show("plates: shape factor S at start", shape[0])
show("plates: shape factor S at end", shape[-1])
show("neglected: side-wall loss, change of nu", 100 * side_loss, "%")
show("neglected: finite wall density, change of nu", 100 * wall_change, "%")
show("neglected: H5+ clusters, change of alpha", 100 * cluster_change, "%")
show("neglected: three-body, change of alpha", 100 * three_body, "%")
show("neglected: H+ left at start (5% born)", 100 * proton_left, "%")
show("neglected: 0.1 ppm water, alpha at end", 100 * water_change, "%")
show("electron cooling e-folds in delay (elastic)", cooling * delay)
show("10% hotter electrons, change of nu", 100 * (2.1 / 2 - 1), "%")
show("10% hotter electrons, alpha as Te^-0.5", 100 * (1.1**-0.5 - 1), "%")
show("Debye length at window end", debye, "cm")
print("all tests passed")
```

Output:

```
gas pressure: 0.2 Torr
gas temperature: 300 K
gas density: 6.438e+15 cm^-3
gap: 10 cm
plate radius: 30 cm
true alpha (rough input): 7e-08 cm^3/s
reduced ion mobility (rough input): 11 cm^2/Vs
ion mobility at pressure: 4.591e+04 cm^2/Vs
ambipolar diffusion coefficient: 2374 cm^2/s
diffusion frequency nu: 234.3 1/s
delay after power-off: 0.5 ms
window: 1 ms
density at power-off, extrapolated: 1.788e+10 cm^-3
density at window start: 1e+10 cm^-3
density at window end: 4.871e+09 cm^-3
density fall factor F: 2.053
nu times window, x: 0.2343
nu/n at start: 2.343e-08 cm^3/s
nu/n at end: 4.809e-08 cm^3/s
local slope at start: 9.343e-08 cm^3/s
local slope at end: 1.181e-07 cm^3/s
slope ratio end/start: 1.264
chord slope: 1.053e-07 cm^3/s
fitted slope: 1.052e-07 cm^3/s
fitted slope above alpha: 50.26 %
R^2 of line: 0.999086
R^2 with alpha = 0: 0.999086
1-R^2 from x^2/60: 0.0009147
rms misfit of line / mean 1/n: 0.6103 %
fitted slope with alpha = 0: 2.637e-08 cm^3/s
fitted slope at 10x start density: 8.144e-08 cm^3/s
diffusion share of slope, start: 25.08 %
diffusion share of slope, end: 40.72 %
alpha from slope-versus-1/n plot: 7e-08 cm^3/s
nu from slope-versus-1/n plot: 234.3 1/s
alpha error, 1% noise, 51 points, 1 ms: 10.51 %
alpha error, 1% noise, 51 points, 5 ms: 1.568 %
scatter of alpha in 400 simulated 5 ms fits: 1.65 %
plates: centre nu at end / fundamental nu: 0.7823
plates: fitted slope, centre density: 9.845e-08 cm^3/s
plates: fitted slope, average density: 1.422e-07 cm^3/s
plates: shape factor S at start: 1.234
plates: shape factor S at end: 1.207
neglected: side-wall loss, change of nu: 6.512 %
neglected: finite wall density, change of nu: -0.735 %
neglected: H5+ clusters, change of alpha: 11.28 %
neglected: three-body, change of alpha: 1.741 %
neglected: H+ left at start (5% born): 2.685 %
neglected: 0.1 ppm water, alpha at end: 4.335 %
electron cooling e-folds in delay (elastic): 18.86
10% hotter electrons, change of nu: 5 %
10% hotter electrons, alpha as Te^-0.5: -4.654 %
Debye length at window end: 0.001713 cm
all tests passed
```
